\section*{Converting equilibrium dipole noise to dielectric loss, quantum and classical}

\section{Which factor to put in the code}

A calculation that turns a dipole correlation function into a loss spectrum must multiply the noise by some function of frequency and temperature. That function depends on whether the correlation function is quantum or classical and on whether the time transform runs over the full or the half axis. For a quantum correlation function it also depends on how the operators are ordered or averaged and, for the plain and the symmetrized product, on the size of $\hbar\omega/kT$. For the symmetrized quantum correlation function in thermal equilibrium the rule at $\omega\neq0$ is
\begin{equation}
S(\omega)=\hbar\coth\!\left(\frac{\hbar\omega}{2kT}\right)\chi''(\omega),
\qquad
\chi''(\omega)=\frac{1}{\hbar}\tanh\!\left(\frac{\hbar\omega}{2kT}\right)S(\omega).
\label{fdt}
\end{equation}
Here $S$ is the full-axis transform of the symmetrized dipole correlation and $\chi''$ is the absorptive susceptibility. The second form is the one to code, since $\tanh$ is regular at small argument. When $\hbar|\omega|\ll kT$,
\begin{equation}
S(\omega)\simeq\frac{2kT}{\omega}\chi''(\omega),\qquad
J(\omega)\equiv\tfrac12S(\omega)\simeq\frac{kT}{\omega}\chi''(\omega).
\label{classical}
\end{equation}
The factor $kT/\omega$ thus belongs to the half-axis cosine transform $J$, and $2kT/\omega$ to $S$.

\section{Conventions}

The unperturbed Hamiltonian is $H_0$, the state is $\rho_0=e^{-H_0/kT}/Z$, and $\mu$ is the Hermitian dipole component along a field $F(t)$ that enters as $H=H_0-\mu F(t)$. Thus $\chi$ is a dipole per field, not yet a permittivity. With $\delta\mu=\mu-\langle\mu\rangle$ and $\mu(t)=e^{iH_0t/\hbar}\mu e^{-iH_0t/\hbar}$, define
\begin{equation}
C(t)=\langle\delta\mu(t)\,\delta\mu(0)\rangle,\qquad
G(\omega)=\int_{-\infty}^{\infty}e^{i\omega t}C(t)\,dt .
\end{equation}
Hermiticity gives $C(t)^*=\langle\delta\mu(0)\delta\mu(t)\rangle$, and stationarity makes this equal to $C(-t)$. Hence $\mathrm{Re}\,C$ is even, $\mathrm{Im}\,C$ is odd, and the symmetrized correlation is
\begin{equation}
\tfrac12\langle\delta\mu(t)\delta\mu(0)+\delta\mu(0)\delta\mu(t)\rangle=\mathrm{Re}\,C(t).
\end{equation}
Its transform is
\begin{equation}
S(\omega)=\int_{-\infty}^{\infty}e^{i\omega t}\,\mathrm{Re}\,C(t)\,dt
=2\int_0^\infty\cos(\omega t)\,\mathrm{Re}\,C(t)\,dt=2J(\omega).
\end{equation}
Since the transform of $C(-t)$ is $G(-\omega)$, also $S(\omega)=\tfrac12[G(\omega)+G(-\omega)]$.

\section{Response and absorption}

Write $\rho=\rho_0+\rho_1$ and keep first order in $F$ in $i\hbar\dot\rho=[H,\rho]$:
\begin{equation}
i\hbar\dot\rho_1=[H_0,\rho_1]-F(t)[\mu,\rho_0].
\end{equation}
The substitution $\tilde\rho_1=e^{iH_0t/\hbar}\rho_1e^{-iH_0t/\hbar}$ removes the first term. Because $\rho_0$ commutes with $H_0$, what remains is $i\hbar\,\dot{\tilde\rho}_1=-F(t)[\mu(t),\rho_0]$. Integrating from the distant past, where $\rho_1=0$, and using $-1/i=i$,
\begin{align}
\delta\langle\mu\rangle(t)
&=\mathrm{Tr}\,\tilde\rho_1(t)\mu(t)
=\frac{i}{\hbar}\int_{-\infty}^tF(t')\,\mathrm{Tr}\big([\mu(t'),\rho_0]\mu(t)\big)dt'\nonumber\\
&=\frac{i}{\hbar}\int_{-\infty}^tF(t')\,\langle[\mu(t),\mu(t')]\rangle\,dt'.
\end{align}
The last line follows by cyclic permutation under the trace. The average commutator at separation $t$ is $C(t)-C(t)^*=2i\,\mathrm{Im}\,C(t)$, so the response function is
\begin{equation}
\chi(t)=-\frac{2}{\hbar}\,\theta(t)\,\mathrm{Im}\,C(t).
\label{kubo}
\end{equation}
To first order in $K$, an impulse $F=K\delta(t)$ produces $\delta\langle\mu\rangle=K\chi(t)$, so $K$ must be small when $\chi(t)$ is read from a simulated impulse.

With $\chi(\omega)=\int_0^\infty e^{i\omega t}\chi(t)dt$ and $\chi''=\mathrm{Im}\,\chi(\omega)$,
\begin{equation}
\chi''(\omega)=-\frac2\hbar\int_0^\infty\sin(\omega t)\,\mathrm{Im}\,C(t)\,dt .
\end{equation}
In $G(\omega)-G(-\omega)=2i\int\sin(\omega t)C(t)dt$ the even part of $C$ drops out. The rest is $2i\cdot i\int\sin(\omega t)\,\mathrm{Im}\,C\,dt=-4\int_0^\infty\sin(\omega t)\,\mathrm{Im}\,C\,dt$, and therefore
\begin{equation}
\chi''(\omega)=\frac{G(\omega)-G(-\omega)}{2\hbar}.
\label{chiG}
\end{equation}

To see that $\chi''$ measures absorption, apply $F=F_0\cos\omega t$. The induced dipole is $F_0(\chi'\cos\omega t+\chi''\sin\omega t)$, with $\chi'=\mathrm{Re}\,\chi(\omega)$. The energy changes at the rate $d\langle H\rangle/dt=-\langle\mu\rangle\dot F$, with $-\dot F=\omega F_0\sin\omega t$. Over a cycle the constant $\langle\mu\rangle$ and the $\chi'$ term average to zero, and $\sin^2$ averages to one half:
\begin{equation}
\overline P=\tfrac12\,\omega\,\chi''(\omega)F_0^2 .
\end{equation}

\section{Detailed balance and the coth}

Insert eigenstates $H_0|n\rangle=E_n|n\rangle$, with populations $p_n=e^{-E_n/kT}/Z$ and $\omega_{mn}=(E_m-E_n)/\hbar$:
\begin{align}
C(t)&=\sum_{nm}p_n|\delta\mu_{nm}|^2e^{-i\omega_{mn}t},\label{lehmann}\\
G(\omega)&=2\pi\sum_{nm}p_n|\delta\mu_{nm}|^2\delta(\omega-\omega_{mn}).
\end{align}
In $G(-\omega)$ the delta function is $\delta(\omega+\omega_{mn})=\delta(\omega-\omega_{nm})$. Exchanging the names $n$ and $m$ restores $\delta(\omega-\omega_{mn})$ but replaces $p_n$ by $p_m=p_ne^{-\hbar\omega_{mn}/kT}$. The delta function sets $\omega_{mn}=\omega$, so
\begin{equation}
G(-\omega)=e^{-x}G(\omega),\qquad x=\frac{\hbar\omega}{kT}.
\label{db}
\end{equation}
For $\omega>0$, $G(\omega)$ describes the system taking up a quantum and $G(-\omega)$ describes it giving one back. Noise contains their sum and net absorption their difference:
\begin{equation}
S=\tfrac12G(\omega)(1+e^{-x}),\qquad
\chi''=\frac{1}{2\hbar}G(\omega)(1-e^{-x}).
\end{equation}
Dividing, and multiplying numerator and denominator by $e^{x/2}$,
\begin{equation}
\frac{S}{\chi''}=\hbar\,\frac{1+e^{-x}}{1-e^{-x}}
=\hbar\,\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\hbar\coth\frac x2 ,
\end{equation}
which is Eq.~\eqref{fdt}. The unsymmetrized spectrum has a different factor, $G=2\hbar\chi''/(1-e^{-x})$, so a code that uses the coth must transform $\mathrm{Re}\,C(t)$ and not the complex $C(t)$. Since $G\ge0$, $\chi''\ge0$ at positive frequency: an equilibrium system absorbs.

For a finite system the spectra are sets of lines, and the relation is one between line weights. Take a pair of levels with $\omega_k=\omega_{mn}>0$. Its two terms in Eq.~\eqref{lehmann} add to
\begin{equation}
|\delta\mu_{nm}|^2\left[(p_n+p_m)\cos\omega_kt-i(p_n-p_m)\sin\omega_kt\right].
\end{equation}
With Eq.~\eqref{kubo}, for $t>0$,
\begin{align}
\mathrm{Re}\,C(t)&=C_{\rm st}+\sum_kA_k\cos\omega_kt,&A_k&=(p_n+p_m)|\delta\mu_{nm}|^2,\\
\chi(t)&=\sum_kB_k\sin\omega_kt,&B_k&=\frac2\hbar(p_n-p_m)|\delta\mu_{nm}|^2,
\end{align}
and for $\omega>0$ the transforms contain the lines $\pi A_k\delta(\omega-\omega_k)$ in $S$ and $\tfrac{\pi}{2}B_k\delta(\omega-\omega_k)$ in $\chi''$. The ratio of their weights is $2A_k/B_k=\hbar(p_n+p_m)/(p_n-p_m)=\hbar\coth(\hbar\omega_k/2kT)$.

The constant $C_{\rm st}$ collects the terms with $\omega_{mn}=0$. Without degeneracy it is $\sum_np_n(\mu_{nn}-\langle\mu\rangle)^2$. It gives $S$ a term $2\pi C_{\rm st}\delta(\omega)$ but cancels in Eq.~\eqref{chiG}, which is why $\omega=0$ is excluded. At $t=0$ the variance is
\begin{equation}
\langle\delta\mu^2\rangle=C_{\rm st}+\sum_k\frac\hbar2\coth\!\left(\frac{\hbar\omega_k}{2kT}\right)B_k .
\label{sum}
\end{equation}

The derivation also shows where the rule fails. Under a steady injection current or a switching bias the populations need not obey $p_m/p_n=e^{-\hbar\omega_{mn}/kT}$. Where they do not, Eq.~\eqref{db} is no longer guaranteed, and noise and loss must be computed separately.

\section{Low and high frequency}

Put $y=x/2$, so that $S=(2kT/\omega)\chi''\,y\coth y$. Expanding $\cosh y$ and $\sinh y/y$,
\begin{align}
y\coth y&=\frac{1+y^2/2+y^4/24+\dots}{1+y^2/6+y^4/120+\dots}\nonumber\\
&=\left(1+\frac{y^2}2+\frac{y^4}{24}\right)\left(1-\frac{y^2}6+\frac{7y^4}{360}\right)+O(y^6)\nonumber\\
&=1+\frac{y^2}{3}-\frac{y^4}{45}+O(y^6)
=1+\frac{x^2}{12}-\frac{x^4}{720}+O(x^6).
\label{series}
\end{align}
The leading term is Eq.~\eqref{classical}, and $x^2/12$ estimates its relative error. The small parameter is $\hbar\omega/kT$; the relaxation time of the dipole does not enter.

In the opposite limit, $\hbar|\omega|\gg kT$, $\coth(x/2)$ tends to the sign of $\omega$ and $S\to\hbar|\chi''|$. This noise survives at zero temperature, where $G(-\omega)=0$ for $\omega>0$: the system can absorb a quantum but has none to return.

\section{When the correlation function is itself classical}

The coth applies to the symmetrized quantum correlation function. It does not apply to the Kubo-transformed one, $\int_0^1C(t-i\lambda\hbar/kT)\,d\lambda$. There the two terms of a pair in Eq.~\eqref{lehmann} acquire the factors $(1-e^{-x_k})/x_k$ and $(e^{x_k}-1)/x_k$, with $x_k=\hbar\omega_k/kT$, and add to the cosine weight $2(p_n-p_m)|\delta\mu_{nm}|^2/x_k$. Twice this weight divided by $B_k$ is $2kT/\omega_k$ at any $x_k$. A classical one carries its own factor, as two cases show.

\subsection{Harmonic dipole}

Let $\mu=qr$ for a mass $m$ with coordinate $r$ and frequency $\Omega$. The equation $m\ddot r=-m\Omega^2r+qF$ holds for the classical coordinate and for the quantum mean alike, so both have $\chi(t)=(q^2/m\Omega)\sin\Omega t$. Classical equipartition gives $C_{\rm cl}(t)=(q^2kT/m\Omega^2)\cos\Omega t$. The line ratio is
\begin{equation}
\frac{2A}{B}=\frac{2q^2kT/m\Omega^2}{q^2/m\Omega}=\frac{2kT}{\Omega}
\end{equation}
at any $\hbar\Omega/kT$. Classical trajectories combined with the classical factor therefore return the correct loss here, whereas classical trajectories combined with the coth make it too small. The agreement rests on the harmonic potential and the linear dipole. In an anharmonic potential the classical factor returns the classical loss, which in general differs from the quantum one unless $kT$ is large against $\hbar\Omega$.

\subsection{Thermally activated hopping}

Let a charge occupy site $i$, with dipole $\mu_i$ and energy $E_i$, with probability $p_i$, and let $\dot p=Wp$. Assume that the rates follow the field instantaneously and keep detailed balance in it. Then $W(F)p_{\rm eq}(F)=0$ with $p_{{\rm eq},i}\propto e^{-(E_i-\mu_iF)/kT}$. To first order in $F$, including the change of normalization,
\begin{equation}
\delta p_{\rm eq}=\frac{F}{kT}u,\qquad u_i=(\mu_i-\langle\mu\rangle)p_{0,i},\qquad
\delta W\,p_0=-W_0\,\delta p_{\rm eq}.
\end{equation}
For a field $Fe^{-i\omega t}$ the linearized equation is $-i\omega\,\delta p=W_0\delta p+\delta W\,p_0$. Writing $-W_0=(-i\omega-W_0)+i\omega$,
\begin{equation}
\delta p=(-i\omega-W_0)^{-1}(-W_0)\frac{F}{kT}u
=\frac{F}{kT}\left[u+i\omega(-i\omega-W_0)^{-1}u\right].
\end{equation}
The components of $u$ sum to zero, so $e^{W_0t}u$ decays when all sites are connected, and $(-i\omega-W_0)^{-1}u=\int_0^\infty e^{i\omega t}e^{W_0t}u\,dt$. The classical correlation function is $C_{\rm cl}(t)=\sum_i\mu_i(e^{W_0t}u)_i$. Hence
\begin{equation}
\chi(\omega)=\frac1{kT}\left[C_{\rm cl}(0)+i\omega\int_0^\infty e^{i\omega t}C_{\rm cl}(t)\,dt\right],
\qquad \chi''=\frac{\omega}{kT}J .
\end{equation}
The factor $kT/\omega$ appears with no quantum mechanics in the argument.

A single relaxation time, $C_{\rm cl}=C_0e^{-t/\tau}$, gives the Debye loss $\chi''=(C_0/kT)\,\omega\tau/(1+\omega^2\tau^2)$. It cannot be continued to all frequencies in Eq.~\eqref{fdt}. The variance without a static part is $(\hbar/\pi)\int_0^\infty\coth(\hbar\omega/2kT)\chi''d\omega$, and a tail $\chi''\propto1/\omega$ makes it diverge logarithmically. The true loss must fall faster above some microscopic frequency.

\section{Numbers for a hole on four trap sites}

The model has round parameters: one hole of charge $+e$, sites $0.3$~nm apart with energies $0$, $9$, $4$ and $21$~meV, and $T=100$~K, so $kT=8.6173$~meV.

\subsection{Coherent motion}

Neighbouring sites are coupled by a hopping amplitude of $3$~meV. The noise weights $A_k$ come from the time correlation function. The weights $B_k$ come from the simulated dipole after a weak impulse, so the coth is used on neither side.

For the lowest line the level difference is $2.5986+1.1000=3.6986$~meV. Hence $\omega=3.6986/0.658212=5.619$~rad/ps and $x=3.6986/8.6173=0.4292$. The computed weights give
\begin{equation}
\frac{2A}{B}=\frac{2\times0.018110}{0.011631}=3.114\ \text{meV\,ps},
\end{equation}
in agreement with $\hbar\coth(x/2)=3.114$~meV\,ps. The classical value $2kT/\omega=2\times8.6173/5.6191=3.067$~meV\,ps is smaller by the factor $1.0153$. All six lines pass the same test:
\begin{center}
\begin{tabular}{cccc}
$\omega$ (rad/ps) & $x$ & $2A/B$ (meV\,ps) & $(2A/B)/(2kT/\omega)$\\
5.62 & 0.429 & 3.114 & 1.015\\
12.71 & 0.971 & 1.461 & 1.077\\
16.06 & 1.227 & 1.204 & 1.122\\
18.33 & 1.400 & 1.089 & 1.158\\
28.77 & 2.198 & 0.823 & 1.373\\
34.39 & 2.627 & 0.761 & 1.518
\end{tabular}
\end{center}
On the highest line, converting the quantum noise with the classical factor would overstate the loss by 52\% of its true value.

Heating reduces the error as Eq.~\eqref{series} requires. On the lowest line the excess over the classical factor is $1.530\times10^{-2}$, $3.835\times10^{-3}$ and $9.593\times10^{-4}$ at 100, 200 and 400~K, close to a factor of four per doubling of $T$. At 100~K, $x^2/12=1.535\times10^{-2}$, and the term $-x^4/720=-4.7\times10^{-5}$ accounts for the difference.

The variance in Eq.~\eqref{sum} is
\begin{equation}
0.05769+0.02729=0.08498\ e^2\,\text{nm}^2 ,
\end{equation}
the first term being static. About 68\% of the fluctuation is therefore invisible to $\chi''$: this isolated hole has no bath to change its level populations. In a transform of finite length the static part becomes a peak around $\omega=0$, which must be removed before Eq.~\eqref{fdt} is applied there. This holds for the isolated system. A bath that relaxes the populations moves this weight to small nonzero frequencies, where it is real loss and must be kept.

Finite length also broadens each line. Both transforms used the window $e^{-(st)^2/2}$ in time, which gives each line a Gaussian width $s=0.15$~rad/ps in frequency, small enough to separate the lines. A common window multiplies $A_k$ and $B_k$ equally, so the ratio at the centre of an isolated line is unaffected. Across the broadened line the ratio stays at its value for $\omega_k$ and does not follow $\coth(\hbar\omega/2kT)$. The width $s$ must therefore be small on the frequency scale over which the coth varies, which calls for a long window in time.

\subsection{Incoherent hopping}

On the same sites, let the hole jump between neighbours at the rate $\nu e^{-(E_j-E_i)/2kT}$ with $\nu=1$~ns$^{-1}$. This is a separate model, not derived from the coherent one. Its relaxation rates are $0.62$, $2.94$ and $3.86$~ns$^{-1}$. At $0.01$~GHz, $\omega=0.062832$~rad/ns and
\begin{equation}
\frac{kT}{\omega}=\frac{8.6173}{0.062832}=137.15\ \text{meV\,ns},\qquad
\frac{J}{\chi''}=\frac{0.135194}{9.85746\times10^{-4}}=137.15\ \text{meV\,ns}.
\end{equation}
At $1$~GHz, $\omega=6.28$~rad/ns exceeds every relaxation rate, yet $J/\chi''$ and $kT/\omega$ still agree at $1.3715$~meV\,ns. There $x=4.8\times10^{-4}$, and the quantum correction $x^2/12$ would be about $2\times10^{-8}$.

\subsection{A switching frequency for the code}

For symmetrized quantum correlation data, the classical factor is 1\% below the full one at $x=0.3485$. This corresponds to $0.73$~THz at 100~K and $2.18$~THz at 300~K, in proportion to $T$. Below that frequency either factor serves at the 1\% level; above it the coth is needed. The computed values behind these comparisons are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Coherent hole on four sites
hbar = 0.658212 meV ps
temperature = 100 K, kT = 8.6173 meV
site energies (meV): 0 9 4 21
hopping = 3.0 meV, spacing = 0.3 nm
levels (meV): -1.1000 2.5986 10.9655 21.5359
impulse response vs commutator, rel. error = 4.9e-10
Lines: w rad/ps; x = hbar w/kT; A e^2nm^2; B e^2nm^2/(meV ps)
2A/B and hbar coth(x/2) in meV ps; last: (2A/B)/(2kT/w)
     w       x        A          B        2A/B    h coth  ratio
  5.6191  0.4292 1.8110e-02 1.1631e-02  3.11411  3.11411  1.0153
 12.7115  0.9709 7.0928e-03 9.7115e-03  1.46071  1.46071  1.0774
 16.0594  1.2267 2.9860e-04 4.9580e-04  1.20449  1.20449  1.1224
 18.3306  1.4001 1.2137e-03 2.2289e-03  1.08902  1.08902  1.1583
 28.7709  2.1976 5.4286e-04 1.3197e-03  0.82270  0.82270  1.3734
 34.3900  2.6268 3.1040e-05 8.1596e-05  0.76082  0.76082  1.5181
detailed balance, largest rel. error = 1.5e-09
absorbed energy/impulse^2, simulated = 0.13920 e^2nm^2/(meV ps^2)
same from chi'' = 0.13920 e^2nm^2/(meV ps^2)
dipole variance = 0.084978 e^2nm^2
  static part = 0.057689 e^2nm^2
  part from chi'' with coth = 0.027289 e^2nm^2
Lowest line: T (K), x, (2A/B)/(2kT/w) - 1, x^2/12
   100  0.42920 1.5304e-02 1.5351e-02
   200  0.21460 3.8348e-03 3.8377e-03
   400  0.10730 9.5925e-04 9.5943e-04
Incoherent hopping on the same sites, 100 K
rate prefactor = 1.0 per ns
relaxation rates (1/ns): 0.6157 2.9441 3.8584
dipole variance = 0.085287 e^2nm^2
f GHz; J e^2nm^2 ns; chi'' e^2nm^2/meV; J/chi'' and kT/w meV ns
 0.01 1.35194e-01 9.85746e-04  137.14912  137.14912
 0.10 6.71232e-02 4.89417e-03   13.71491   13.71491
 1.00 1.39035e-03 1.01375e-03    1.37149    1.37149
at 1 GHz: x = 4.7992e-04, x^2/12 = 1.92e-08
classical factor 1% too small at x = 0.3485
  frequency at 100 K = 0.7262 THz
  frequency at 300 K = 2.1785 THz
\end{verbatim}
